# Exchanging two gradient invariants: same bulk equations, different free surface, part 1

(Sections cited here and not found follow in the second part.)

## Bulk equations and surface fluxes

Suppose the gradient energy of a ferroelectric is rewritten by replacing a product $(\partial_xP_x)(\partial_yP_y)$ with $(\partial_yP_x)(\partial_xP_y)$, on the ground that the equilibrium equations do not notice. A simulation in a periodic cell gives the same polarization as before. A simulation of a crystal with a free surface may not. In the example worked out below, a domain wall that reached the surface without in-plane polarization acquires, after the replacement, an in-plane component of about 15% of the spontaneous polarization. No bulk property has been altered. Unless the origin of this change is known, it can be taken for a property of the material when it comes from an unstated choice about the surface.

Consider a body $\Omega$ in the $xy$ plane, uniform along $z$, with polarization components $P_x(x,y)$ and $P_y(x,y)$. Energies are then per unit length along $z$. The outward unit normal is $\mathbf n=(n_x,n_y)$, and the tangent is
$$
\mathbf t=(-n_y,n_x),\qquad \partial_t=\mathbf t\cdot\nabla=n_x\partial_y-n_y\partial_x .
$$
This tangent runs counterclockwise around the body. The energy density is
$$
f=f_0(P_x,P_y)+\tfrac12G\left[(\partial_xP_x)^2+(\partial_yP_x)^2+(\partial_xP_y)^2+(\partial_yP_y)^2\right]
$$
$$
\qquad+\,c_1(\partial_xP_x)(\partial_yP_y)+c_2(\partial_yP_x)(\partial_xP_y).
$$
Here $f_0$ contains no derivatives of $P$. One coefficient $G$ serves all the squares to keep the formulas short; crystal symmetry generally permits different ones, and the exchange does not touch these terms. The exchange moves an amount $c$ from the first mixed product to the second:
$$
c_1\to c_1-c,\qquad c_2\to c_2+c .
$$

The equilibrium conditions follow from varying $P_x$ and $P_y$ by small functions $\delta P_x$ and $\delta P_y$. For $\delta P_x$ alone, the first-order change of the energy is
$$
\delta F=\int_\Omega\left[\frac{\partial f_0}{\partial P_x}\delta P_x+(G\partial_xP_x+c_1\partial_yP_y)\,\partial_x\delta P_x+(G\partial_yP_x+c_2\partial_xP_y)\,\partial_y\delta P_x\right]dA .
$$
The derivatives must be removed from $\delta P_x$, because its value can be chosen freely at each point but its derivatives then follow. The product rule and the divergence theorem give, for any smooth $u$ and $v$,
$$
\int_\Omega(u\,\partial_x\delta P_x+v\,\partial_y\delta P_x)\,dA=\oint(n_xu+n_yv)\,\delta P_x\,ds-\int_\Omega(\partial_xu+\partial_yv)\,\delta P_x\,dA .
$$
With $u=G\partial_xP_x+c_1\partial_yP_y$ and $v=G\partial_yP_x+c_2\partial_xP_y$, and with constant coefficients, the area term requires
$$
\frac{\partial f_0}{\partial P_x}-G\nabla^2P_x-(c_1+c_2)\,\partial_x\partial_yP_y=0 .
$$
The same steps for $\delta P_y$ give
$$
\frac{\partial f_0}{\partial P_y}-G\nabla^2P_y-(c_1+c_2)\,\partial_x\partial_yP_x=0 .
$$
The coefficients enter through their sum because the order of the two derivatives does not matter. The exchange leaves $c_1+c_2$ unchanged, and therefore leaves both bulk equations unchanged.

The boundary integral contains the fluxes conjugate to the two variations:
$$
\Pi_x=n_x(G\partial_xP_x+c_1\partial_yP_y)+n_y(G\partial_yP_x+c_2\partial_xP_y),
$$
$$
\Pi_y=n_x(G\partial_xP_y+c_2\partial_yP_x)+n_y(G\partial_yP_y+c_1\partial_xP_x).
$$
If the polarization is free at the surface and no separate surface energy acts there, $\delta P_x$ and $\delta P_y$ are arbitrary on the boundary. Equilibrium then requires $\Pi_x=0$ and $\Pi_y=0$. These are the natural boundary conditions: they follow from the energy and are not an extra assumption about the values of $P$.

In these fluxes $c_1$ and $c_2$ do not appear as a sum. Under the exchange,
$$
\Delta\Pi_x=-c\,n_x\partial_yP_y+c\,n_y\partial_xP_y=-c\,\partial_tP_y,
$$
$$
\Delta\Pi_y=c\,n_x\partial_yP_x-c\,n_y\partial_xP_x=+c\,\partial_tP_x .
$$
This is the result. The bulk equations are unchanged, while each natural condition gains the derivative of the other polarization component along the surface.

The reason can be seen in the energy itself. Define the difference of the two products,
$$
J=(\partial_xP_x)(\partial_yP_y)-(\partial_yP_x)(\partial_xP_y).
$$
It is a divergence,
$$
J=\partial_x(P_x\partial_yP_y)-\partial_y(P_x\partial_xP_y),
$$
since expanding the right-hand side produces $P_x\partial_x\partial_yP_y-P_x\partial_y\partial_xP_y=0$ besides the two products in $J$. The divergence theorem then gives
$$
\int_\Omega J\,dA=\oint P_x(n_x\partial_yP_y-n_y\partial_xP_y)\,ds=\oint P_x\,\partial_tP_y\,ds .
$$
The integral depends on the polarization at the edge alone. A variation that vanishes near the edge cannot change it, so it exerts no force inside.

Its variation follows directly:
$$
\delta\int_\Omega J\,dA=\oint(\delta P_x\,\partial_tP_y+P_x\,\partial_t\delta P_y)\,ds .
$$
The integral of $\partial_t(P_x\delta P_y)$ around a closed curve is zero, so the second term can be integrated by parts without end terms:
$$
\delta\int_\Omega J\,dA=\oint(\delta P_x\,\partial_tP_y-\delta P_y\,\partial_tP_x)\,ds .
$$
The exchange changes the density by $-cJ$. Multiplying by $-c$ reproduces $\Delta\Pi_x$ and $\Delta\Pi_y$ with their signs.

These two boundary formulas were tested on an ellipse with semi-axes 1.3 along $x$ and 0.8 along $y$, in dimensionless units. The fields were $P_x=\sin(1.1x+0.4y)+xy^2$ and $P_y=e^{0.5x}\cos y+x^2$, with variations $\delta P_x=\cos(0.7x-y)+y$ and $\delta P_y=xe^{0.3y}+\sin y$. Direct integration of $J$ over the area gives $-0.43844939$, and so does the boundary integral. The variation is $-1.89724534$ by either route.

The invariance of the bulk equations requires that the coefficient $c$ be uniform, not that the polarization be. For uniform $P$ all gradient terms vanish and there would be nothing to show. The bulk equations above hold for any smooth texture, including domain walls and vortices. If instead $c$ depends on position, the term $cJ$ contributes to the left-hand sides of the $P_x$ and $P_y$ equations
$$
E_x=-\partial_x(c\,\partial_yP_y)+\partial_y(c\,\partial_xP_y)=-(\partial_xc)(\partial_yP_y)+(\partial_yc)(\partial_xP_y),
$$
$$
E_y=\partial_x(c\,\partial_yP_x)-\partial_y(c\,\partial_xP_x)=(\partial_xc)(\partial_yP_x)-(\partial_yc)(\partial_xP_x).
$$
The mixed second derivatives cancel, but the gradients of $c$ remain. A graded composition therefore makes the two forms differ inside the body as well. At a sharp interface across which $P$ is continuous, the flux balance changes by the jump of $c$ times the tangential derivative. A free surface is the case in which the coefficient ends with the material.

There are also situations in which the exchange has no effect on the equilibrium field. If both components are prescribed on the boundary, $\oint P_x\partial_tP_y\,ds$ is a fixed number: the energy shifts by a constant and the field does not move. In a periodic cell the contributions of opposite edges cancel. If a solution has $P$ constant along the surface, both tangential derivatives vanish and it satisfies either set of conditions. A film treated as a one-dimensional problem across its thickness therefore cannot reveal the difference.

In three dimensions the same integration gives the operator $n_x\partial_y-n_y\partial_x$, which is the $z$ component of $\mathbf n\times\nabla$ and is still a derivative along the surface. On a face with normal along $z$, $n_x=n_y=0$, and exchanging these particular $xy$ products changes nothing there. The corresponding exchange of $xz$ or $yz$ products can matter on that face.

Two rewritings show how the exchange can enter unnoticed. Let $G_{12}$ and $G_{44}$ be gradient coefficients. The density
$$
G_{12}(\partial_xP_x)(\partial_yP_y)+\tfrac12G_{44}(\partial_xP_y+\partial_yP_x)^2
$$
has $c_1=G_{12}$ and $c_2=G_{44}$. The density
$$
(G_{12}+G_{44})(\partial_xP_x)(\partial_yP_y)+\tfrac12G_{44}\left[(\partial_xP_y)^2+(\partial_yP_x)^2\right]
$$
has $c_1=G_{12}+G_{44}$ and $c_2=0$. Their bulk equations agree and their free surfaces differ, with $c=G_{44}$ as the amount exchanged. The second case is the identity
$$
(\partial_xP_x+\partial_yP_y)^2+(\partial_xP_y-\partial_yP_x)^2=|\nabla P|^2+2J,
$$
where $|\nabla P|^2$ denotes the sum of the four squared derivatives. Penalizing the divergence and curl is equivalent in the bulk to penalizing all gradients equally, but not at a free edge.

The exchange can be made harmless by keeping the surface term it generates. If $F_A$ is the energy before the exchange and $F_B$ the energy after it,
$$
F_B=F_A-c\oint P_x\,\partial_tP_y\,ds .
$$
Form B is thus form A with a particular surface energy added. Neither form is the correct one on the strength of bulk information. For a plane wave with wavevector $\mathbf k$ in an infinite crystal, the gradient terms give the stiffness matrix
$$
\begin{pmatrix}Gk^2&(c_1+c_2)k_xk_y\\(c_1+c_2)k_xk_y&Gk^2\end{pmatrix},\qquad k^2=k_x^2+k_y^2 .
$$
Data on lattice modes in the bulk can determine the sum $c_1+c_2$ but not its division. The division belongs with the surface energy, and the two must be specified together.

The division is not entirely arbitrary, because a free surface must remain stable. Group the gradient density into the pair $\partial_xP_x,\partial_yP_y$, coupled by $c_1$, and the pair $\partial_yP_x,\partial_xP_y$, coupled by $c_2$. Each pair has the form $\tfrac12G(u^2+v^2)+c_iuv$, which is positive for all nonzero $(u,v)$ when $|c_i|<G$. Hence $|c_1|<G$ and $|c_2|<G$ are sufficient for a positive gradient energy.

A necessary condition comes from a mode confined to the surface of the half-space $y<0$. Take, for $k>0$ and $\sigma=\pm1$,
$$
P_x=p\cos(kx)\,e^{ky},\qquad P_y=\sigma p\sin(kx)\,e^{ky}.
$$
The four squared derivatives add up to $2k^2p^2e^{2ky}$. The mixed products are
$$
(\partial_xP_x)(\partial_yP_y)=-\sigma k^2p^2\sin^2(kx)\,e^{2ky},
$$
$$
(\partial_yP_x)(\partial_xP_y)=\sigma k^2p^2\cos^2(kx)\,e^{2ky}.
$$
Averaging over $x$ replaces $\sin^2$ and $\cos^2$ by $1/2$, and integrating $e^{2ky}$ over $y<0$ gives $1/(2k)$. The gradient energy per surface area is
$$
\frac{p^2k}{4}\left[2G+\sigma(c_2-c_1)\right].
$$
If $|c_1-c_2|>2G$, one sign of $\sigma$ makes this negative and proportional to $k$. At fixed amplitude the terms of $f_0$, being polynomial in $P$, contribute an energy proportional to the mode's depth, of order $1/k$. They cannot compensate at large $k$, and the continuum energy has no lower bound. The exchange must therefore respect $|c_1-c_2|\le2G$, a restriction that the bulk equations do not contain. This condition is necessary but not sufficient: other surface modes can be unstable sooner when $c_1+c_2\ne0$. With $c_2=0$, for example, the half-space is already unstable at $c_1=1.5G$.

For a uniform coefficient, exchanging the two mixed products leaves the bulk equations unchanged but adds to each natural boundary condition a derivative of the other polarization component along the surface. It remains to work out how large the effect is in an example, a domain wall ending on a free surface.
